# Gate-to-contact capacitance across a thin spacer: plate estimate and edge corrections

## A slot with no edges

Take two flat metal walls that face each other across a gap $s$, and suppose for the moment that they extend without limit. One is the side of a transistor gate, at potential $V$; the other is the side of a contact, at potential zero. The gap is filled with an insulator of relative permittivity $k$.

Nothing distinguishes one height from another, so the potential depends only on the distance $x$ from the gate. With no charge in the insulator, $d^2\phi/dx^2=0$, hence

$$\phi=V\left(1-\frac{x}{s}\right),\qquad E=-\frac{d\phi}{dx}=\frac{V}{s}.$$

There is no field inside the metal, so Gauss's law gives the gate surface a charge per area $\varepsilon_0 kE=\varepsilon_0 kV/s$. A strip of height $h$ then carries, per unit width of the device, the charge $\varepsilon_0 kVh/s$. Dividing by $V$,

$$C'=\varepsilon_0 k\,\frac{h}{s}.$$

For $h=30$ nm, $s=8$ nm and $k=5$ the ratio $h/s$ is $3.75$, and

$$C'=(8.854\times10^{-12}\ \text{F/m})\times5\times3.75=1.66\times10^{-10}\ \text{F/m}.$$

One farad is $10^{15}$ fF and one metre is $10^{6}$ µm, so 1 F/m equals $10^{9}$ fF/µm. The result is $0.166$ fF/µm, or about 0.17 fF per micrometre of width, for one side of the gate.

The spacer thickness is the sensitive input. With everything else held fixed, a spacer of 7 nm gives 0.190 fF/µm and one of 9 nm gives 0.148 fF/µm. A single nanometre matters by more than 10%.

A real gate wall has a top and a bottom. Whether 0.17 survives depends on what the field does there.

## Measuring charge with a conformal map

Two-dimensional edge fields can be found by mapping the insulating region onto the upper half of a complex plane $w=\rho e^{i\theta}$. Let the gate surface become the negative real axis and the grounded surfaces the positive real axis. The potential is then

$$\phi=\frac{V}{\pi}\,\theta ,$$

which satisfies Laplace's equation and equals $0$ at $\theta=0$ and $V$ at $\theta=\pi$.

On the real axis the normal field has magnitude $(1/\rho)\,\partial\phi/\partial\theta=V/(\pi\rho)$. A conformal map stretches lengths along a surface by the same factor by which it reduces the normal field, so the flux through a piece of surface is unchanged. The charge between $\rho_1$ and $\rho_2$ therefore has magnitude

$$Q=\varepsilon_0k\int_{\rho_1}^{\rho_2}\frac{V}{\pi\rho}\,d\rho=\varepsilon_0 kV\,q,\qquad q=\frac1\pi\ln\frac{\rho_2}{\rho_1}.$$

The pure number $q$ is used below; the plate result is $q=h/s$. Field lines are the semicircles $\rho=$ constant, so each joins two boundary points of equal $|w|$.

The maps follow from the corners. A corner with interior angle $\alpha$, measured in the insulator, contributes a factor $(w-w_0)^{\alpha/\pi-1}$ to $dz/dw$, where $z=x+iy$ is the physical plane. The far end of a parallel channel counts as $\alpha=0$.

## The open top

Let the gate and the contact have flush tops, with the same insulator above. The slot between them is taken as deep, and the top faces as long. Both metal corners have $\alpha=3\pi/2$, giving powers $+1/2$; place them at $w=\pm1$. The bottom of the slot, at $w=0$, gives the power $-1$:

$$\frac{dz}{dw}=\frac{s}{\pi}\,\frac{\sqrt{w^2-1}}{w}.$$

The prefactor is fixed by the slot width. Near $w=0$ the root equals $i$, and a small semicircle from the positive to the negative axis changes $z$ by $(s/\pi)\,i\int dw/w=(s/\pi)\,i\cdot i\pi=-s$. This is the step from the contact wall to the gate wall.

**Sidewall.** On the gate wall $w=-u$ with $0<u<1$. The depth below the corner is

$$d=\frac{s}{\pi}\int_u^1\frac{\sqrt{1-p^2}}{p}\,dp=\frac{s}{\pi}\left[\operatorname{arcosh}\frac1u-\sqrt{1-u^2}\right].$$

Far down the slot $u\to0$, where $\operatorname{arcosh}(1/u)\to\ln(2/u)$ and the root tends to 1. Thus $\pi d/s=\ln(1/u)+\ln2-1$, and the wall charge between the corner and depth $d$ is

$$q=\frac1\pi\ln\frac1u=\frac ds+\frac{1-\ln2}{\pi}.$$

The open end adds $0.098$ to the plate value. The field crowds towards the corner, but the excess is equivalent to less than 1 nm of extra wall.

**Top face.** For a strip of length $L$ from the corner, let $|w|$ run from 1 to $w_L$:

$$L=\frac{s}{\pi}\int_1^{w_L}\frac{\sqrt{p^2-1}}{p}\,dp=\frac{s}{\pi}\left[\sqrt{w_L^2-1}-\arccos\frac1{w_L}\right],\qquad q=\frac{\ln w_L}{\pi}.$$

For a gate 20 nm long with a contact on each side, half of the top belongs to each contact, so $L=10$ nm. Then $\pi L/s=3.93$, the equation gives $w_L=5.405$, and $q=0.537$. For long faces $w_L\approx\pi L/s+\pi/2$, so this term grows only logarithmically with gate length.

## The conducting floor

Below the spacer lies doped silicon connected to the contact. Treat it as a good conductor at zero potential, at a distance $t$ below the gate, and let it continue under the gate. Put the floor at $y=0$, the gate wall at $x=0$, $y>t$, and the contact at $x=s$. Define $r=t/s$.

The gate corner ($\alpha=3\pi/2$) is placed at $w=-r^2$, and the corner between floor and contact ($\alpha=\pi/2$) at $w=1$. The channel under the gate ends at $w=0$, and the spacer, taken as tall, ends at infinity:

$$\frac{dz}{dw}=\frac{is}{\pi}\,\frac1w\sqrt{\frac{w+r^2}{w-1}}.$$

At large $|w|$ this is $is/(\pi w)$, and a semicircle gives $\Delta z=(is/\pi)(i\pi)=-s$, the spacer width. Near $w=0$ the root has magnitude $r$, so the channel there has width $sr=t$, as required.

On the gate wall $w=-u$ with $u>r^2$. The height $Y$ above the gate's lower corner is

$$\frac{\pi Y}{s}=\int_{r^2}^{U}\sqrt{\frac{u-r^2}{u+1}}\;\frac{du}{u}.$$

Set $v^2=(u-r^2)/(u+1)$. Solving for $u$ gives $u=(r^2+v^2)/(1-v^2)$, and differentiating $\ln u$ gives

$$\frac{du}{u}=\left[\frac{2v}{r^2+v^2}+\frac{2v}{1-v^2}\right]dv.$$

Multiplying by $v$ and dividing out each fraction turns the integrand into

$$\left(2-\frac{2r^2}{r^2+v^2}\right)+\left(\frac{2}{1-v^2}-2\right)=\frac{2}{1-v^2}-\frac{2r^2}{r^2+v^2}.$$

The integral from $0$ to $v$ is $2\operatorname{artanh}v-2r\arctan(v/r)$. High in the spacer $v\to1$, with $1-v^2=(1+r^2)/(U+1)$. Since $2\operatorname{artanh}v=\ln[(1+v)^2/(1-v^2)]$, this tends to $\ln[4U/(1+r^2)]$. Hence

$$\frac{\pi Y}{s}=\ln U+\ln\frac{4}{1+r^2}-2r\arctan\frac1r.$$

The gate wall spans $|w|$ from $r^2$ to $U$, so its charge is $q=(1/\pi)\ln(U/r^2)$. Eliminating $\ln U$ and setting $Y=h$,

$$q_{\text{wall}}=\frac hs+\frac1\pi\left[\ln\frac{1+r^2}{4r^2}+2r\arctan\frac1r\right].$$

The contact spans $|w|$ from $1$ to $U$, because points at equal height in the uniform part of the spacer have equal $|w|$. Its charge is $(1/\pi)\ln U$ in magnitude:

$$q_{\text{contact}}=\frac hs-\frac1\pi\left[\ln\frac{4}{1+r^2}-2r\arctan\frac1r\right].$$

For $t=1$ nm, $r=0.125$. The gate wall gains $1.003$ and the contact loses $0.321$. The floor takes field lines that would have reached the contact, and it also draws additional charge onto the gate. The flux from gate wall to floor is the difference, $(2/\pi)\ln(s/t)=1.32$.

As $t\to0$ the contact's loss tends to the finite value $(\ln4)/\pi=0.44$, whereas the gate's gain grows as $(2/\pi)\ln(s/2t)$. The gate-to-contact capacitance is therefore well defined even for a very thin gate insulator, but the total charge on the wall depends on that thickness.

## Putting the ends together

Inside the slot, a disturbance that vanishes on both walls decays at least as fast as $e^{-\pi y/s}$. Over 30 nm this factor is about $10^{-5}$, so the two ends can be added independently. The charge on the contact is

$$q=3.75-0.321+0.098+0.537=4.06,$$

which gives 0.180 fF/µm. The edge terms partly cancel: their net value is 0.31, or 8% of the plate term. At $h=s$ the same net correction would be about 31% of the plate term. The ends still add almost independently there: in the repeated layout solved below, the net edge term of the contact charge changes by less than 0.001 between $h=30$ nm and $h=s$. What fails at small $h$ is the neglect of the edge terms. The plate estimate needs $h$ several times larger than $s$.

The gate's side and top together carry

$$q=3.75+1.003+0.098+0.537=5.39,$$

or 0.239 fF/µm. This is the load those surfaces present to the contact and the silicon jointly. It excludes the gate's bottom face.

## Comparison with a direct solution

The top-face term assumed one isolated slot. Transistors stand in rows, so Laplace's equation was also solved numerically for a repeated layout: gates and contacts each 20 nm long, 8 nm spacers, a repeat distance of 56 nm, and 30 nm of insulator above. All gates are at $V$ and all contacts at zero. Charges come from the computed flux through each surface.

| Quantity | Formula | Numerical |
|---|---|---|
| Open top, sidewall gain | 0.0977 | 0.0976 |
| Top strip, 10 nm | 0.537 | 0.537 |
| Floor, gate wall gain | 1.003 | 1.003 |
| Floor, contact loss | 0.321 | 0.321 |
| Gate to contact, fF/µm | 0.180 | 0.183 |
| Gate side and top, fF/µm | 0.239 | 0.242 |

The first four rows use the isolated edges for which the formulas were derived; the last two use the full layout. There the summed gate-to-contact formula is about 2% below the numerical value. The difference comes from the space above the top faces. For an isolated slot, the top-strip formula counts only the flux below the field line that leaves the end of the 10 nm strip. In the repeated layout the flux is bounded instead by the vertical symmetry planes through the middle of each gate and each contact. These leave more insulator for the field to spread into, so the capacitance is slightly higher.

Making the gate and contact in the full layout 20 nm taller raises the contact charge at the rate $\varepsilon_0kV/s$ per unit height, to the printed accuracy. The plate formula thus gives the effect of added height correctly even when the edges contribute. The layout's gate-to-contact capacitance is 10% above the plate value.

## Reading the number for a transistor

The gate length and spacer thickness are roughly typical of a scaled logic transistor with a high-k metal gate, and $k=5$ is a plausible value for a low-permittivity nitride-type spacer. The 1 nm gap under the gate is thinner than a real high-k insulator. A 3 nm gap filled under the gate with permittivity 11.7, which has an equivalent oxide thickness of 1 nm, raises the layout's gate-to-contact value from 0.183 to 0.193 fF/µm, or to 0.192 fF/µm if that layer continues under the spacer. The rise comes from the thicker gap: with $k=5$ in the same gap the value is also 0.193 fF/µm. A planar estimate of the intrinsic gate capacitance, for a 20 nm gate and an equivalent oxide thickness of 1 nm, is 0.69 fF/µm. Two plate sidewalls add 0.33 fF/µm, or 48% of that. The planar estimate places the channel charge exactly at the silicon surface. If the charge lies deeper, by the equivalent of 0.5 nm of oxide, the intrinsic value falls to 0.46 fF/µm and the share rises to 72%. These shares count the plate term only. The full load of the gate's sides and top, to contact and silicon together, is $2\times0.242$ fF/µm with the 1 nm gap and $2\times0.218$ fF/µm with the 3 nm gap, or 70% and 63% of 0.69 fF/µm. Real contacts often rise above the gate, contrary to the flush tops assumed here. Extending the contact upward by 30 nm, to the upper edge of the insulator in the layout, raises the gate-to-contact value from 0.183 to 0.201 fF/µm; with another 30 nm of insulator above the contact it is 0.202 fF/µm. Lowering the permittivity above the gate to 3.9 instead reduces it to 0.176 fF/µm. Depletion and resistance of the silicon, rounded corners and overhead wiring are not included.

A high-k film may also cover the gate sidewall. The displacement $D$ is the same in both layers, so a film of thickness $d$ and permittivity $k_f$ gives

$$V=\frac{D}{\varepsilon_0}\left(\frac sk+\frac d{k_f}\right)=\frac{D}{\varepsilon_0k}\left(s+d\,\frac{k}{k_f}\right).$$

For 2 nm of film with $k_f=20$, added to the 8 nm spacer, the equivalent thickness is $8+2\times5/20=8.5$ nm and the plate value falls to 0.156 fF/µm. The film adds 2 nm of distance but costs the field only as much voltage as 0.5 nm of spacer.

At 0.7 V the plate charge is $0.166\times0.7=0.116$ fC/µm, about 700 electrons per micrometre. The mid-spacer field is $0.7\ \text{V}/8\ \text{nm}=0.875$ MV/cm, below a rough breakdown field of 5 MV/cm. Fields are larger near sharp corners. In the 1 nm gap under the gate the model's field is 7 MV/cm, so this comparison says nothing about the reliability of the gate insulator.

For direct tunnelling across the spacer, take a barrier $\Phi=2$ eV and a mass $m=0.4$ electron masses, both rough. The barrier falls linearly by $eV$, and the exponent of the transmission is

$$\frac{2\sqrt{2m}}{\hbar}\int_0^s\sqrt{\Phi-\frac{eVx}{s}}\,dx=\frac{4\sqrt{2m}\,s}{3\hbar eV}\left[\Phi^{3/2}-(\Phi-eV)^{3/2}\right]\approx66.$$

With these inputs the transmission is of order $10^{-29}$, so direct tunnelling across the 8 nm spacer is negligible. The estimate does not cover the 1 nm gap under the gate, where tunnelling is far more likely, or conduction through defects.

Finally, a device of finite width $W$ has two vertical ends. If each resembles the open top, with 10 nm of end face, the extra charge relative to the plate charge is

$$\frac{2(0.098+0.537)\,h}{hW/s}=\frac{2\times0.635\times8}{1000}=1.0\%$$

for $W=1000$ nm. The correction grows as $1/W$, so a device only tens of nanometres wide needs a three-dimensional calculation.

## Computed values

```
Sidewall height: 30 nm
Spacer thickness: 8 nm
Spacer relative permittivity: 5
Gate length: 20 nm
Contact length: 20 nm
Repeat distance: 56 nm
Gap between gate and silicon floor: 1 nm
Vacuum permittivity: 8.8542e-12 F/m
Ratio h/s: 3.75
Plate capacitance: 1.66e-10 F/m
Plate capacitance: 0.166 fF/um
Plate value, spacer 1 nm thinner: 0.1897 fF/um
Plate value, spacer 1 nm thicker: 0.1476 fF/um
Height slope times s, numerical: 1
Open top, sidewall gain, formula: 0.09767
Open top, sidewall gain, numerical: 0.09764
Map variable w at end of top strip: 5.405
Top strip, formula: 0.5371
Top strip, numerical: 0.5373
Floor, gate sidewall gain, formula: 1.003
Floor, gate sidewall gain, numerical: 1.003
Floor, contact loss, formula: 0.3212
Floor, contact loss, numerical: 0.3213
Gate-contact, summed formulas: 0.1799 fF/um
Gate-contact, numerical layout: 0.1833 fF/um
Layout value over plate value: 1.104
Gate side+top, summed formulas: 0.2385 fF/um
Gate side+top, numerical layout: 0.2419 fF/um
Permittivity above gate, variant: 3.9
Gate-contact, that variant: 0.1764 fF/um
Gate-contact, contact 30 nm taller: 0.2014 fF/um
High-k sidewall film thickness: 2 nm
High-k film relative permittivity: 20
Equivalent spacer with film: 8.5 nm
Plate capacitance with film: 0.1563 fF/um
Film case slope times equivalent s: 1
Equivalent oxide thickness: 1 nm
Intrinsic gate capacitance: 0.6906 fF/um
Two plate sidewalls over intrinsic: 0.4808
Bias: 0.7 V
Plate charge at bias: 0.1162 fC/um
Electrons per um of width: 725
Spacer field: 0.875 MV/cm
Breakdown field, rough input: 5 MV/cm
Barrier height, rough input: 2 eV
Tunnelling mass, rough input: 0.4 electron masses
Tunnelling exponent, formula: 66.47
Tunnelling exponent, quadrature: 66.47
Tunnelling transmission: 1.4e-29
Device width for end effect: 1000 nm
End effect over plate value: 0.27 %
```
